# Hanle half-width from spin lifetime in a two-dimensional channel

## Problem

A closed graphene island, 1 µm long and 2 µm wide, lies at 300 K on an insulator. A ferromagnetic tunnel contact at one end feeds in electrons whose spins lie in the plane, along an axis called $x$. A second ferromagnetic contact at the other end reads the spin component along the same axis. Two non-magnetic contacts, one at each end, serve as current drain and voltage reference. All four contacts are narrow strips across the full width of the island. A magnetic field $B$ is applied normal to the plane, along $z$, and the detected spin signal falls as $B$ grows. This fall is the Hanle effect.

The spin lifetime is $\tau=1$ ns and the g-factor is $g=2$. The diffusion constant is $D=200$ cm²/s, the carrier density is $n=10^{12}$ cm⁻², the Dirac velocity is $v=10^6$ m/s, and each of the four contacts has a resistance $R=10$ MΩ.

(a) Treat the spin density as uniform over the island and find the signal as a function of $B$.

(b) Calculate the half-width at half-maximum, in millitesla.

(c) By how much does the finite length of the island change it?

(d) By how much does the escape of spins through the contacts change it? Are other effects of the field or of temperature important?

## Hints

1. Find the angle through which a spin has turned a time $t$ after its injection. The level splitting in the field is $g\mu_BB$, where $\mu_B$ is the Bohr magneton.
2. Under steady injection the island holds spins of all ages. A spin injected a time $t$ ago contributes with the weight $e^{-t/\tau}$.
3. For (c), combine the two in-plane spin components into one complex density. Precession then adds an imaginary part to the relaxation rate.
4. For (d), ask how much the chemical potential of one spin species rises when electrons are added to it, and what current this rise drives through a contact.

## Solution

### (a) The signal

The Hamiltonian of a spin in the field is

$$H=\tfrac12 g\mu_BB\,\sigma_z=\tfrac12\hbar\omega\,\sigma_z,\qquad \omega=\frac{g\mu_BB}{\hbar}.$$

A spin that starts along $x$ has the spinor $(1,1)/\sqrt2$. Its two components acquire opposite phases:

$$\psi(t)=\frac{1}{\sqrt2}\begin{pmatrix}e^{-i\omega t/2}\\ e^{+i\omega t/2}\end{pmatrix}.$$

The expectation value of $\sigma_x$ is the sum of the two cross products of the components,

$$\langle\sigma_x\rangle=\tfrac12\left(e^{i\omega t}+e^{-i\omega t}\right)=\cos\omega t ,$$

and in the same way $\langle\sigma_y\rangle=\sin\omega t$. Each component carries half the phase, but the spin direction turns at the full frequency $\omega$.

Let $G$ be the spin injected per unit time. The spins injected between $t$ and $t+dt$ ago contribute $G\,e^{-t/\tau}\cos\omega t\,dt$ to the total $S_x$, so

$$S_x=G\int_0^\infty e^{-t/\tau}\cos\omega t\,dt=G\,\mathrm{Re}\,\frac{1}{1/\tau-i\omega}=\frac{G\tau}{1+\omega^2\tau^2}.$$

The imaginary part of the same integral is the component that has turned away from the injection axis:

$$S_y=\frac{G\tau\,\omega\tau}{1+\omega^2\tau^2}.$$

With $S_x(0)=G\tau$, the signal is a Lorentzian,

$$\frac{S_x(B)}{S_x(0)}=\frac{1}{1+(g\mu_BB\tau/\hbar)^2}.$$

The field destroys no spin in this model. It spreads the directions of spins of different ages, and their sum shrinks.

The result assumes that both in-plane components relax with the same $\tau$. To see what this assumption does, write the steady-state balance of each component, with lifetimes $\tau_1$ along the injection axis and $\tau_2$ along the other axis of the precession plane:

$$0=G-\frac{S_1}{\tau_1}-\omega S_2,\qquad 0=\omega S_1-\frac{S_2}{\tau_2}.$$

The second equation gives $S_2=\omega\tau_2S_1$. Inserted in the first, it gives

$$S_1=\frac{G\tau_1}{1+\omega^2\tau_1\tau_2}.$$

The width is thus governed by $\sqrt{\tau_1\tau_2}$. With the field normal to the plane, both lifetimes are in-plane ones and are equal if the plane has no preferred direction. If the field lay in the plane, normal to the injected spins, the out-of-plane lifetime would enter. Were that half the in-plane lifetime of 1 ns, the width found in (b) would grow by $\sqrt2$, to 8.04 mT.

### (b) The half-width

The signal is half its maximum when $1+\omega^2\tau^2=2$, that is, when $\omega\tau=1$. Hence

$$B_{1/2}=\frac{\hbar}{g\mu_B\tau}
=\frac{1.05457\times10^{-34}\ \text{J s}}{2\,(9.27401\times10^{-24}\ \text{J/T})(10^{-9}\ \text{s})}
=5.69\times10^{-3}\ \text{T}.$$

The half-width is about 5.7 mT, and the full width at half-maximum is about 11.4 mT. Averaging the numerically evolved spinors over the ages and searching for the half-signal field also gives 5.69 mT, as the numerical output shows.

At this field the spins precess at 159 MHz and turn through one radian, about 57°, in one lifetime. The turned component is then as large as the remaining one, each being half of $S_x(0)$. This is also the largest value that $S_y$ reaches, because with $X=\omega\tau$

$$\frac{d}{dX}\frac{X}{1+X^2}=\frac{1-X^2}{(1+X^2)^2}$$

vanishes at $X=1$ and changes there from positive to negative.

Read in the other direction, a measured width gives $\tau=\hbar/(g\mu_BB_{1/2})$. The width fixes the product $g\tau$, so $g$ must be known separately. A longer lifetime gives a narrower curve, since a weaker field then has time to turn the spins.

### (c) Finite length

Spins must diffuse from one end of the island to the other. Let $s_x$ and $s_y$ be the spin densities per unit length, and let $u$ be the distance from the injecting end. Away from the contacts, the steady state obeys

$$Ds_x''-\frac{s_x}{\tau}-\omega s_y=0,\qquad Ds_y''-\frac{s_y}{\tau}+\omega s_x=0,$$

where primes are derivatives with respect to $u$. Subtract $i$ times the second equation from the first and define $s=s_x-is_y$. The precession terms combine to $-\omega s_y-i\omega s_x=-i\omega s$, so that

$$s''=\kappa^2s,\qquad \kappa^2=\frac{1+i\omega\tau}{\lambda^2},\qquad \lambda=\sqrt{D\tau}.$$

The length $\lambda$ is the spin diffusion length. Here $D\tau=2\times10^{-7}$ cm², which gives $\lambda=4.47$ µm.

No spin flows out at the far end $u=\ell$, to the accuracy of this part, so $s'(\ell)=0$ and $s=A\cosh\kappa(\ell-u)$. At $u=0$ the diffusive current equals the injected one:

$$G=-Ds'(0)=DA\kappa\sinh\kappa\ell .$$

The detector reads the real part of

$$s(\ell)=A=\frac{G}{D\,\kappa\sinh\kappa\ell}.$$

For a short island, $\sinh\kappa\ell\approx\kappa\ell(1+\kappa^2\ell^2/6)$, and therefore

$$s(\ell)\approx\frac{G}{D}\left(\frac{1}{\kappa^2\ell}-\frac{\ell}{6}\right).$$

Since $\mathrm{Re}\,\kappa^{-2}=\lambda^2/(1+X^2)$ and $\lambda^2/D=\tau$,

$$\mathrm{Re}\,s(\ell)\approx\frac{G\tau}{\ell}\left[\frac{1}{1+X^2}-\varepsilon\right],\qquad \varepsilon=\frac{\ell^2}{6\lambda^2}.$$

The first term is the uniform result of part (a), divided by the length. The term $-\varepsilon$ does not depend on the field. In the age integral, such a constant is a deficit, relative to the uniform weight, at ages shorter than about $\ell^2/D$, which is small beside $\tau$. The weight itself never becomes negative. It says that freshly injected spins, which have hardly turned, are missing at the far end.

At half-maximum the bracket equals half its zero-field value:

$$\frac{1}{1+X^2}-\varepsilon=\frac{1-\varepsilon}{2}
\;\Rightarrow\;\frac{1}{1+X^2}=\frac{1+\varepsilon}{2}
\;\Rightarrow\;X^2=\frac{1-\varepsilon}{1+\varepsilon}\approx1-2\varepsilon .$$

Thus $X\approx1-\varepsilon$, and the curve is narrower by the fraction $\varepsilon$. For $\ell=1$ µm,

$$\varepsilon=\frac{1}{6\,(4.472)^2}=0.0083 .$$

The full expression with $\sinh\kappa\ell$ gives 5.64 mT, which is 0.83 % below the uniform value and agrees with the estimate. The uniform treatment is justified here because $\ell\ll\lambda$.

### (d) Contacts and other effects

A spin can leave through a contact before it relaxes. The rate of this follows from the density of states. Graphene has two spins and two valleys, so a filled circle of radius $k$ holds the density

$$n=4\,\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{\pi}=\frac{E^2}{\pi(\hbar v)^2},$$

where $E=\hbar vk$. Its derivative at the Fermi energy $E_F$ is the density of states,

$$\nu=\frac{2E_F}{\pi(\hbar v)^2}=\frac{2n}{E_F}.$$

With $E_F=\hbar v\sqrt{\pi n}=0.1167$ eV this is $1.71\times10^{13}$ eV⁻¹cm⁻².

Raise the chemical potential of the spin-up electrons by $\delta\mu$ and lower that of the spin-down electrons by the same amount, which keeps the island neutral. The up species gains $\tfrac12\nu A\,\delta\mu$ electrons, where $A$ is now the island area. A weakly polarised contact of resistance $R$ offers each spin the conductance $1/(2R)$, so up electrons leave at the rate $\delta\mu/(2Re^2)$. The escape rate per excess electron is the ratio

$$\frac{1}{\tau_c}=\frac{\delta\mu/(2Re^2)}{\tfrac12\nu A\,\delta\mu}=\frac{1}{R\,e^2\nu A}.$$

The down species gives the same rate. The quantity $e^2\nu A$ is a capacitance, here 54.9 fF. One contact has $\tau_c=(10\ \text{MΩ})(54.9\ \text{fF})=549$ ns, and four together give 137 ns. Rates add, so the width grows by the factor

$$1+\frac{1\ \text{ns}}{137\ \text{ns}}=1.0073 .$$

This increase of 0.73 % nearly cancels the decrease found in (c). The cancellation is an accident of the chosen numbers, since one effect depends on $\ell^2/D$ and the other on $R$.

The stray field of the electrodes is left out here. For strips magnetised along their length it is small if they extend several micrometres beyond the island. Strips that end at the island's edge can add a field of several millitesla, and wide or thick ones tens of millitesla. This is no longer small beside the half-width and can broaden the curve strongly, most of all when both strips are magnetised in the same direction.

Three other effects are smaller still at 5.7 mT:

- **Electrode tilt.** The field pulls the magnetisation of the electrodes out of the plane. For a thin cobalt film with a saturation field of roughly 1.8 T, the tilt $\theta$ obeys $\sin\theta=B/(1.8\ \text{T})$, which gives 0.18°. Injector and detector each contribute a factor $\cos\theta$ to the precessing signal, so the relative change is of order $\sin^2\theta=10^{-5}$.
- **Curved orbits.** Equating the two forms of the conductivity, $ne\mu=e^2\nu D$, gives the mobility $\mu=e\nu D/n=3430$ cm²/Vs. Then $\mu B=1.9\times10^{-3}$. In the Drude model the field lowers $D$ by the relative amount $(\mu B)^2$, a few parts per million.
- **Temperature.** The thermal energy is 25.9 meV, well below $E_F$. At fixed chemical potential, thermal smearing would raise the density of states by 0.48 %. Here, however, the carrier density is fixed. Averaging $E^2$ over the thermal smearing about the chemical potential $\zeta$ gives $n\approx[\zeta^2+\pi^2(k_BT)^2/3]/\pi(\hbar v)^2$, so $\zeta$ must fall to $E_F\sqrt{1-\pi^2(k_BT)^2/(3E_F^2)}\approx0.92\,E_F$. The density of states falls with it, by about 8 %. This raises the escape correction from 0.73 % to about 0.8 %. With 10 MΩ contacts it hardly matters otherwise, because $\tau$ and $D$ are given for the temperature of use. The figures for 10 kΩ contacts below use the zero-temperature density of states; with the value at 300 K they become 0.113 ns, 50 mT and 46 mT.

**Comparison with real devices.** The values of $\tau$, $D$ and $n$ are rough typical ones for good graphene on an insulator at room temperature, and lifetimes well below 1 ns also occur. The contact resistance is far from typical: 10 MΩ was chosen to make escape slow, whereas contacts to graphene spin devices are often in the kilohm range. With four contacts of 10 kΩ and all else fixed, the uniform model gives a total lifetime of 0.121 ns and a half-width of about 47 mT. That figure is too high by roughly a tenth, because the diffusion time $\ell^2/D=0.05$ ns is then no longer very short beside the lifetime. Solving the diffusion equation with escape at both ends gives about 43 mT. At 10 kΩ, formula (b) thus still holds to about a tenth if $\tau$ is read as the total lifetime, but the width then tells mostly about the contacts. At lower resistance the total lifetime becomes comparable with $\ell^2/D$ and the formula fails: it gives 144 mT instead of 112 mT at 3 kΩ, and 420 mT instead of 237 mT at 1 kΩ. Many devices also use a long channel instead of a closed island, which is the case treated next.

## Variation 1: a long open channel

*The graphene strip now extends far beyond both magnetic contacts, which are a distance $L$ apart and let no spin escape. Keep $\tau$, $g$ and $D$. What is the half-width?*

The equation $s''=\kappa^2s$ still holds, but the spin density must decay on both sides of the injector. Half of the injected spin flows each way, so $s=A e^{-\kappa|u|}$ with $D\kappa A=G/2$. The signal is

$$\mathrm{Re}\,s(L)=\frac{G}{2D}\,\mathrm{Re}\,\frac{e^{-\kappa L}}{\kappa}.$$

For $L=0$ the half-width has a closed form. Write $1+iX=e^{i\varphi}/c$ with $c=\cos\varphi=1/\sqrt{1+X^2}$. Then

$$\mathrm{Re}\,\frac{1}{\kappa\lambda}=\sqrt c\,\cos\frac{\varphi}{2}=\sqrt{\frac{c(1+c)}{2}} .$$

This is 1 at zero field. Setting it to $\tfrac12$ and squaring gives $c^2+c-\tfrac12=0$, with the positive root $c=(\sqrt3-1)/2=0.366$. Hence $X=\sqrt{1/c^2-1}=2.54$.

| $L$ (µm) | $\omega\tau$ at half-maximum | half-width (mT) |
|---|---|---|
| 0 | 2.54 | 14.46 |
| 5 | 0.947 | 5.38 |
| 10 | 0.613 | 3.49 |

The trend follows from the ages of the detected spins. Diffusion along a line gives a spin of age $t$ the weight $t^{-1/2}e^{-L^2/4Dt}e^{-t/\tau}$ at the detector. At $L=0$ the factor $t^{-1/2}$ favours young spins, which need a strong field to turn. At larger $L$ the second factor removes the young spins, and a weaker field suffices.

For $L\gg\lambda$ the half-width lies at small $X$, where $\kappa\lambda\approx1+iX/2$. The signal then varies to leading order as $\cos(XL/2\lambda)$ and is halved at $X=2\pi\lambda/(3L)$. A separation of 10 µm, or $2.2\lambda$, is not yet in this regime: the limit would give 0.94 instead of 0.613.

The value at 5 µm lies within about 5 % of the island result, but this does not validate the simple formula. The width falls from 14.46 to 5.38 mT between $L=0$ and 5 µm, and so passes through 5.69 mT on the way. Used on the curve at 10 µm, the simple formula would return a lifetime of $1/0.613=1.63$ ns instead of 1 ns. At $L=0$ it would return 0.39 ns.

## Variation 2: a channel with spin-valley locking

*In a semiconducting monolayer, spin-orbit coupling splits the conduction-band spins by $\Delta=3$ meV, with opposite sign in the two valleys. This is the rough order for monolayer MoS₂. Spins are injected and read along the normal $z$, and the field lies in the plane, along $x$. Keep $\tau=1$ ns, $g=2$ and a uniform density, and let no electron change valley within its lifetime. What is the half-width?*

The splitting acts as a field along $z$ with precession frequency $\Omega=\pm\Delta/\hbar$. The steady-state balances of the three components are

$$0=-\Omega S_y-\frac{S_x}{\tau},\qquad 0=\Omega S_x-\omega S_z-\frac{S_y}{\tau},\qquad 0=G+\omega S_y-\frac{S_z}{\tau}.$$

The first gives $S_x=-\Omega\tau S_y$. The second then becomes $\omega S_z=-S_y(1+\Omega^2\tau^2)/\tau$, or

$$S_y=-\frac{\omega\tau\,S_z}{1+\Omega^2\tau^2}.$$

The third yields

$$S_z=\frac{G\tau}{1+\omega^2\tau^2/(1+\Omega^2\tau^2)},\qquad B_{1/2}=\frac{\hbar}{g\mu_B\tau}\sqrt{1+\left(\frac{\Delta\tau}{\hbar}\right)^2}.$$

Only $\Omega^2$ enters, so both valleys give the same curve. Here $\Delta\tau/\hbar=4558$, and the half-width is 25.9 T instead of 5.7 mT. Ordinary ferromagnetic contacts would be magnetised along $x$ well below such a field and could no longer inject or read spins along $z$. The figure therefore describes the spins in the channel, not a measurement with such contacts.

The spins precess about the sum of the two fields. While the applied field is much the weaker one, this sum stays close to $z$ and the injected spin is hardly disturbed. For $\Delta\tau/\hbar\gg1$ the half-width tends to $\Delta/(g\mu_B)$, the field at which the Zeeman splitting equals the spin-orbit splitting. Because all three spin components are given the same lifetime here, it has then dropped out, and the width no longer measures it. With unequal lifetimes the same steps give $\omega^2=(\Omega^2\tau_x+1/\tau_y)/\tau_z$ at half-maximum, so the width tends to $(\Delta/g\mu_B)\sqrt{\tau_x/\tau_z}$. If electrons do change valley within $\tau$, the spin-orbit field reverses during the precession and this result does not apply. For spin-conserving valley changes at the rate $1/\tau_v$, with $\Omega\tau_v\gg1$, the width is divided by about $\sqrt{1+2\tau/\tau_v}$, which gives 15 T for $\tau_v=1$ ns, 1.8 T for 10 ps and 0.58 T for 1 ps. The 25.9 T is therefore the limit without valley changes, not a prediction for a real MoS₂ sample.

## Calculated quantities

```
INPUTS
spin lifetime                        1.0 ns
g-factor                             2.0
diffusion constant                   200 cm2/s
carrier density                      1.0e+12 cm-2
Dirac velocity                       1.0e+06 m/s
island length, width                 1.0, 2.0 um
contacts, resistance of each         4, 10 Mohm
temperature                          300 K
MAIN RESULT
hbar                                 1.05457e-34 J s
Bohr magneton                        9.27401e-24 J/T
half-width, formula                  5.6856 mT
half-width, from Hamiltonian         5.6856 mT
full width                           11.371 mT
Larmor frequency at half-width       159.2 MHz
spin along axis at half-width        0.5000 of S(0)
turned spin at half-width            0.5000 of S(0)
NEGLECTED EFFECTS IN THE ISLAND
spin diffusion length                4.472 um
half-width with diffusion            5.6387 mT
change from diffusion                -0.83 %
estimate -length^2/(6 lam^2)         -0.83 %
Fermi energy                         0.1167 eV
density of states                    1.714e+13 /(eV cm2)
e^2 x density of states x area       54.9 fF
escape time, all contacts            137 ns
change of width from escape          +0.73 %
lifetime with 10 kohm contacts       0.121 ns
half-width with 10 kohm contacts     47.1 mT
electrode saturation field (rough)   1.8 T
electrode tilt at half-width         0.18 degrees
signal change from tilt, sin^2       1.0e-05
mobility                             3429 cm2/Vs
mobility x field                     1.9e-03
thermal energy                       25.9 meV
thermal change of density of states  +0.48 %
CASES WHERE THE SIMPLE FORMULA FAILS
open channel, L =  0.0 um: omega tau = 2.5425, half-width 14.46 mT
open channel, L =  5.0 um: omega tau = 0.9468, half-width 5.38 mT
open channel, L = 10.0 um: omega tau = 0.6134, half-width 3.49 mT
lifetime ratio, out-of-plane/in-plane 0.5
half-width, in-plane field           8.04 mT
spin-orbit splitting (rough)         3.0 meV
splitting x lifetime / hbar          4558
half-width with spin-orbit field     25.9 T
```
